# The parity-violating 2s–2p1/2 contact matrix element and its Z⁴ law

**Q.** An s state and a p state have opposite parity, and the Coulomb field conserves parity. What connects 2s1/2 to 2p1/2?

**A.** The weak neutral current does. I take as given its part that does not depend on the nuclear spin, in which the axial current of the electron meets the vector charge of the nucleus:

$$H=\frac{G_F}{2\sqrt2}\,Q_W\,\gamma_5\,\rho(\mathbf r),\qquad \int\rho\,d^3r=1 .$$

Here $G_F$ is the Fermi constant, an energy times a volume, and $\rho$ is the nuclear density. In the Dirac representation $\gamma_5$ has off-diagonal blocks $+1$. With this sign the tree-level weak charge is $Q_W=Z(1-4\sin^2\theta_W)-N$ for $Z$ protons and $N$ neutrons. The model is one electron, no screening, and an infinitely heavy nucleus. For ordinary hydrogen $Q_W=1-4\sin^2\theta_W$ is below 0.1, and the nuclear-spin-dependent part left out here is at least as large as the part kept, so the $Z=1$ numbers below are values per unit weak charge and not the full hydrogen effect. I use atomic units, so $\hbar=m=1$ and $c=1/\alpha$.

**Q.** Nonrelativistic wave functions have two components, and $\gamma_5$ acts on four. How do you get rid of it?

**A.** Write the Dirac function as an upper part $\varphi$ and a lower part $\chi$. Since $\gamma_5$ exchanges them,

$$\psi_s^\dagger\gamma_5\psi_p=\varphi_s^\dagger\chi_p+\chi_s^\dagger\varphi_p .$$

The lower Dirac equation, with $\varepsilon$ the energy without the rest energy, reads

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi=(2c^2+\varepsilon-V)\chi .$$

To leading order in $1/c$ this gives $\chi=\boldsymbol\sigma\cdot\mathbf p\,\varphi/(2c)$. Therefore

$$\psi_s^\dagger\gamma_5\psi_p=\frac{1}{2c}\left[\varphi_s^\dagger(\boldsymbol\sigma\cdot\mathbf p\,\varphi_p)+(\boldsymbol\sigma\cdot\mathbf p\,\varphi_s)^\dagger\varphi_p\right].$$

Under the integral with $\rho$, the first term is the operator $\rho\,\boldsymbol\sigma\cdot\mathbf p$. The second is $\boldsymbol\sigma\cdot\mathbf p\,\rho$, because $\boldsymbol\sigma\cdot\mathbf p$ is Hermitian. Shrinking $\rho$ to a delta function gives

$$H=\frac{G_F\alpha Q_W}{4\sqrt2}\,\{\boldsymbol\sigma\cdot\mathbf p,\delta^3(\mathbf r)\}.$$

**Q.** You dropped $V=-Z/r$ against $2c^2$, yet you evaluate the result at the origin, where $V$ diverges.

**A.** The order of limits matters. I first expand in $1/c$ with the nuclear radius fixed, and then let the radius go to zero in the leading term. The reverse order fails. Your objection concerns distances near $Z\alpha^2/2$, which are of nuclear size for $Z=1$ and grow with $Z$. At the centre of a uniformly charged nucleus $|V|/2c^2$ is about 2 for hydrogen and helium and about 5 for neon, so the objection needs a Dirac calculation. I will come back to it once there is a leading result to compare with.

**Q.** Then write down the states, with their phases.

**A.** Let $\chi_m$ now denote a constant Pauli spinor, and let both radial functions be positive just outside the origin. The s state is

$$\psi_s=\frac{R_s(r)}{\sqrt{4\pi}}\,\chi_m .$$

For the p state, lower $Y_{11}\!\uparrow$, which has $j=m=3/2$. This gives $\sqrt3\,|\tfrac32\tfrac12\rangle=\sqrt2\,Y_{10}\!\uparrow+Y_{11}\!\downarrow$. The $j=1/2$ state is orthogonal to it:

$$|\tfrac12\tfrac12\rangle=-\sqrt{\tfrac13}\,Y_{10}\!\uparrow+\sqrt{\tfrac23}\,Y_{11}\!\downarrow .$$

The overall sign is the usual convention for coupling $l$ before spin, with a positive coefficient for the largest $m_l$. Insert $Y_{10}=\sqrt{3/4\pi}\cos\theta$ and $Y_{11}=-\sqrt{3/8\pi}\sin\theta\,e^{i\phi}$. The upper component becomes $-\cos\theta/\sqrt{4\pi}$ and the lower one $-\sin\theta\,e^{i\phi}/\sqrt{4\pi}$. These are the components of $-\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi_\uparrow/\sqrt{4\pi}$. Because $\boldsymbol\sigma\cdot\hat{\mathbf r}$ commutes with the total angular momentum, lowering $m$ changes the constant spinor and nothing else:

$$\psi_p=-\frac{R_p(r)}{\sqrt{4\pi}}\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi_m .$$

**Q.** The p function vanishes at the origin. Why does a contact operator not give zero?

**A.** The operator contains a derivative, and the slope of the p function does not vanish. Near the origin $R_p=R_p'(0)\,r$, so $\psi_p=-R_p'(0)\,\boldsymbol\sigma\cdot\mathbf r\,\chi_m/\sqrt{4\pi}$. Now

$$\boldsymbol\sigma\cdot\mathbf p\,(\boldsymbol\sigma\cdot\mathbf r)\chi_m=-i\,\sigma_i\sigma_j(\partial_i r_j)\chi_m=-i\,\sigma_i\sigma_i\chi_m=-3i\,\chi_m .$$

The two minus signs cancel, and $\boldsymbol\sigma\cdot\mathbf p\,\psi_p(0)=3iR_p'(0)\chi_m/\sqrt{4\pi}$. Multiplying by $\psi_s^\dagger(0)$ gives

$$\langle s|\delta^3\,\boldsymbol\sigma\cdot\mathbf p|p\rangle=\frac{3i}{4\pi}R_s(0)R_p'(0).$$

**Q.** That is one ordering. In the other the derivative acts on the s function, which has a cusp at the nucleus. Its gradient has no definite value there.

**A.** The gradient has no definite direction, but it is bounded, and it multiplies a p function that goes to zero. To make this precise, replace the delta function by a uniform ball of radius $R$. From $\boldsymbol\sigma\cdot\mathbf p\,\psi_s=-i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,R_s'\chi_m/\sqrt{4\pi}$ and $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$,

$$(\boldsymbol\sigma\cdot\mathbf p\,\psi_s)^\dagger\psi_p=-\frac{i}{4\pi}R_s'R_p .$$

The Coulomb cusp is $R_s'(0)=-ZR_s(0)$, as the explicit 2s function below confirms. The integrand is then $+iZr\,R_s(0)R_p'(0)/4\pi$, which is $Zr/3$ times the first ordering. The mean of $r$ over the ball is $3R/4$, so the second ordering contributes a fraction $ZR/4$ and disappears with $R$. In three-dimensional quadrature, doubling the ball radius multiplies this term by 1.9990, as a linear law requires up to higher powers of $R$.

**Q.** So the whole matrix element is an s value times a p slope?

**A.** Yes, in the contact limit. Define $K=\langle 2s_{1/2},m|\{\boldsymbol\sigma\cdot\mathbf p,\delta^3\}|2p_{1/2},m\rangle$. Then

$$K=\frac{3i}{4\pi}R_{2s}(0)R_{2p}'(0),\qquad M=\frac{G_F\alpha Q_W}{4\sqrt2}\,K .$$

**Q.** What about different $m$, or 2p3/2?

**A.** Those elements vanish. The operator $\boldsymbol\sigma\cdot\mathbf p$ and a spherical density both commute with the total angular momentum, so $j$ and $m$ are conserved and the value does not depend on $m$. This holds for a ball of finite radius too. Quadrature with explicit spinors for every $m$ and both $j$ gives forbidden elements below $10^{-16}$ of the allowed one, which is rounding error.

**Q.** And the factor $i$? A phase can be moved into the definition of a state.

**A.** It can, but its relation to other matrix elements cannot be removed. Time reversal $T$ flips both $\boldsymbol\sigma$ and $\mathbf p$, so it leaves $H$ unchanged. It takes $\chi_m$ to a spinor of opposite $m$. In $\psi_p$ it also reverses $\boldsymbol\sigma\cdot\hat{\mathbf r}$, so the p state acquires one minus sign relative to the s state. Since $T$ is antiunitary, $\langle Ts|H|Tp\rangle=M^*$. The left side is $-M$, because the element is the same for both $m$. Hence $M^*=-M$, and $M$ is imaginary.

In the same convention the electric dipole element $\langle s|z|p\rangle$ is real, since it contains $\chi_m^\dagger\sigma_z\chi_m$ and real radial functions. This relative phase of 90 degrees has a consequence for the mixing, discussed below.

**Q.** Now the power of $Z$. Show me the radial functions rather than quoting them.

**A.** Put $u=rR$. The radial equation is

$$-\tfrac12u''+\frac{l(l+1)}{2r^2}u-\frac Zr u=Eu .$$

For 2p try $u=r^2e^{-Zr/2}$. Then $u''=(2-2Zr+Z^2r^2/4)e^{-Zr/2}$, and the left side, without the exponential, is

$$-1+Zr-\tfrac18Z^2r^2+1-Zr=-\tfrac18Z^2r^2 .$$

So $E=-Z^2/8$. For 2s try $u=(r-Zr^2/2)e^{-Zr/2}$. Differentiating twice gives

$$u''=\left(-2Z+Z^2r\right)e^{-Zr/2}+\tfrac14Z^2u .$$

The first part of $-u''/2$ is $(Z-Z^2r/2)e^{-Zr/2}$. The potential term is $-Z(1-Zr/2)e^{-Zr/2}$ and cancels it. What remains is $-Z^2u/8$, the same energy.

Normalization uses $\int_0^\infty r^ne^{-Zr}dr=n!/Z^{n+1}$. For $R_{2s}=A(1-Zr/2)e^{-Zr/2}$,

$$1=A^2\int_0^\infty\left(r^2-Zr^3+\tfrac14Z^2r^4\right)e^{-Zr}dr=A^2\,\frac{2-6+6}{Z^3}=\frac{2A^2}{Z^3}.$$

For $R_{2p}=B\,r\,e^{-Zr/2}$, $1=B^2\cdot24/Z^5$. Therefore

$$R_{2s}(0)=A=\frac{Z^{3/2}}{\sqrt2},\qquad R_{2p}'(0)=B=\frac{Z^{5/2}}{2\sqrt6}.$$

The slope of the 2s function at the origin is $A(-Z/2-Z/2)=-ZA$, the cusp used earlier. The product is $AB=Z^4/(2\sqrt{12})=Z^4/(4\sqrt3)$, so

$$K=\frac{3i}{4\pi}\,\frac{Z^4}{4\sqrt3}=\frac{i\sqrt3\,Z^4}{16\pi},\qquad \frac{M}{Q_W}=\frac{i\sqrt3\,G_F\alpha Z^4}{64\sqrt2\,\pi}.$$

**Q.** Is the fourth power an accident of $n=2$?

**A.** No. In a pure Coulomb field every normalized radial function has the form $R(r)=Z^{3/2}f(Zr)$. Two functions supply $Z^3$, and the derivative supplies one more $Z$. The same power holds for any pair of ns and n′p1/2 states, with another numerical factor. Screening brings in a second length and removes this argument.

The law also refers to $M/Q_W$. The full element carries $Q_W$, which depends on $Z$ and $N$. If $Q_W$ grows in magnitude along a series of nuclei, $M$ grows faster than $Z^4$.

**Q.** Put in numbers for $Z=1$.

**A.** The origin values are $R_{2s}(0)=0.7071$ and $R_{2p}'(0)=0.2041$ in powers of the bohr. They give

$$\mathrm{Im}\,K=\frac{3\times0.7071\times0.2041}{4\pi}=0.03446\ \text{bohr}^{-4}.$$

With $G_F=2.2225\times10^{-14}$ hartree bohr³ and $\alpha=7.2974\times10^{-3}$, the prefactor $G_F\alpha/(4\sqrt2)$ is $2.867\times10^{-17}$ atomic units. Per unit weak charge,

$$\frac{|M|}{|Q_W|}=2.867\times10^{-17}\times0.03446=9.88\times10^{-19}\ \text{hartree}.$$

This equals $2.69\times10^{-17}$ eV, or $6.50\times10^{-3}$ Hz after division by Planck's constant.

For $Z=2$ the leading-order value is $1.58\times10^{-17}$ hartree, larger than for $Z=1$ by a factor $2^4=16$. For $Z=4$ it is $2.53\times10^{-16}$ hartree, larger than for $Z=1$ by a factor $4^4=256$. The origin values were checked by diagonalizing the radial Hamiltonian in a basis whose exponent does not follow $Z$. The values of $K$ were checked by quadrature over small balls, extrapolated to zero radius. The power fitted to these quadrature results for $Z=1$ to 4 is 4.000000.

**Q.** Can so small an element matter at all?

**A.** What counts is its ratio to the level splitting. Let $\Delta=E_{2s}-E_{2p_{1/2}}$. Since $H$ is Hermitian, $\langle p|H|s\rangle=M^*=-M$. For positive $Q_W$ and $|M|\ll|\Delta|$, the 2p1/2 amplitude in the perturbed 2s state is

$$\eta=\frac{\langle p|H|s\rangle}{E_{2s}-E_{2p_{1/2}}}=-\frac{i|M|}{\Delta}.$$

In the nonrelativistic Coulomb problem the two levels coincide and this formula cannot be used, so the splitting has to come from outside. I take a round 1 GHz, roughly its size in hydrogen. Then

$$|\eta|=\frac{6.50\times10^{-3}\ \text{Hz}}{1.0\times10^{9}\ \text{Hz}}=6.5\times10^{-12}$$

per unit weak charge, with the level widths neglected; in hydrogen the 2p width is about 0.1 GHz, a tenth of the splitting. The splitting itself grows roughly as $Z^4$ times a falling logarithm, so $\eta$ does not inherit the $Z^4$ law: per unit weak charge it rises only by a factor of about 2.5 between $Z=1$ and $Z=10$.

**Q.** A state that mixes s and p has a charge displaced to one side. Have you given the atom an electric dipole moment?

**A.** No, with the level widths neglected as above. The dipole of $|s\rangle+\eta|p\rangle$ is proportional to $2\,\mathrm{Re}(\eta\langle s|z|p\rangle)$. With $\eta$ imaginary and $\langle s|z|p\rangle$ real, this is zero. Parity is violated, but time-reversal invariance forbids the static dipole. The admixture can still appear in transition amplitudes, where it adds an electric dipole part to a transition that parity would otherwise exclude from that channel.

**Q.** A real nucleus is not a point. How fast does the contact result degrade, still without relativity?

**A.** I spread only the weak density over the ball and keep the electron functions of a point charge. In a real nucleus the charge is spread too, which changes these functions at the same order in $ZR$, so the coefficient found here belongs to this model and only the order of magnitude carries over. Spreading the charge uniformly over the same ball changes the coefficient of $ZR$ from $-1$ to about $-1.37$. Keep both orderings to first order in $r$. Differentiating $(R_p/r)\,\boldsymbol\sigma\cdot\mathbf r$ by the product rule gives

$$\boldsymbol\sigma\cdot\mathbf p\,(R_p\,\boldsymbol\sigma\cdot\hat{\mathbf r})\chi_m=-i\left(R_p'+\frac{2R_p}{r}\right)\chi_m ,$$

so that

$$K_R=\frac{i}{4\pi}\int\rho\left[R_s\left(R_p'+\frac{2R_p}{r}\right)-R_s'R_p\right]d^3r .$$

Near the origin $R_s=A(1-Zr)$ and $R_p=Br(1-Zr/2)$. The round bracket is $B(1-Zr)+B(2-Zr)=B(3-2Zr)$. The square bracket becomes

$$AB\left[3-2Zr-3Zr+Zr\right]=3AB\left(1-\tfrac43Zr\right).$$

With $\langle r\rangle=3R/4$ the result is $K_R=K(1-ZR)$. Quadrature gives a slope of $-0.9995$ at $ZR=10^{-3}$, where $-1$ is expected in the limit. For $Z=1$ and a ball of 3 fm, which is $5.67\times10^{-5}$ bohr, the reduction is about 6 parts in $10^5$.

**Q.** Now the debt from the beginning. What does the Dirac equation say near the nucleus?

**A.** Write $\Omega_-=\chi_m/\sqrt{4\pi}$ and $\Omega_+=-\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_-$. The s state has upper part $P_s\Omega_-/r$ and lower part $iQ_s\Omega_+/r$. The p state has $P_p\Omega_+/r$ and $iQ_p\Omega_-/r$. The original $\gamma_5$ operator then gives, without reduction,

$$M=\frac{iG_FQ_W}{2\sqrt2}\int_0^\infty\rho\,(P_sQ_p-Q_sP_p)\,dr .$$

Close to a point charge the potential dominates. For the s state the two Dirac equations become

$$P_s'-\frac{P_s}{r}=\frac{Z\alpha}{r}Q_s,\qquad Q_s'+\frac{Q_s}{r}=-\frac{Z\alpha}{r}P_s .$$

A common power $r^g$ requires $(g-1)(g+1)=-(Z\alpha)^2$, so $g=\sqrt{1-(Z\alpha)^2}$. For the p state the signs of the $1/r$ terms on the left are reversed, and $g$ is the same. The leading relations $Q_s=(g-1)P_s/(Z\alpha)$ and $P_p=Z\alpha\,Q_p/(g+1)$ give

$$P_sQ_p-Q_sP_p=\frac{2}{g+1}\,P_sQ_p\propto r^{2g}.$$

The ball average therefore varies as $R^{2g-2}\approx R^{-(Z\alpha)^2}$. It diverges, slowly, as $R\to0$. A strictly point-like Dirac nucleus has no finite answer, which is why the limits could not be exchanged.

**Q.** Then how much of your leading result survives at a real nuclear size?

**A.** Nearly all of it for small $Z$. In the variable $Zr$, the Dirac problem depends on $Z\alpha$ alone. Expanding the power law for small $Z\alpha$ and small $ZR$ gives the ratio of the Dirac to the nonrelativistic ball average as

$$F=1+(Z\alpha)^2\left[\ln\frac{1}{ZR}+C\right]+\dots,$$

where $C$ is a constant in this order. For the 3 fm ball, a common test radius and not the size of each nucleus, the computed ratios are 1.00061, 1.0023, 1.013 and 1.05 for $Z=1$, 2, 5 and 10. The approach to 1 at small $Z$ also confirms the prefactor of the contact operator, since the Dirac side uses $\gamma_5$ directly.

The logarithm can be seen in the numbers. Dividing the excess $F-1$ by $(Z\alpha)^2$ gives 11.5 for $Z=1$ and 10.8 for $Z=2$. The formula predicts a drop of $\ln2=0.69$, in agreement. For the same reason the excess grows by a factor 3.76 from $Z=1$ to $Z=2$, and not by a factor 4.

These ratios keep point-Coulomb functions inside the ball, so they are estimates. Spreading the charge uniformly over the 3 fm ball lowers $C$ by about 0.4 and gives 1.00059, 1.0022, 1.013 and 1.048. With a spread charge and realistic radii of 1.09, 2.17, 3.11 and 3.88 fm the ratios are 1.00065, 1.0023, 1.013 and 1.047. A heavy nucleus needs Dirac functions computed in the field of its extended charge. Recoil is also left out; it enters at relative order $m/M_{\rm nuc}$, where $M_{\rm nuc}$ is the nuclear mass. For hydrogen the reduced mass lowers the element by about 0.2%, from $9.88\times10^{-19}$ to $9.86\times10^{-19}$ hartree per unit weak charge, which is more than the relativistic excess. The remaining values are in the numerical output below.

## Computed results

```
Fermi constant: 1.1663787e-05 GeV^-2
Fermi constant: 2.22252e-14 hartree bohr^3
fine-structure constant: 7.2973526e-03
prefactor G_F alpha/(4 sqrt2): 2.86705e-17 atomic units
Z=1: R_2s(0) = 0.707107 bohr^-3/2
Z=1: R_2p'(0) = 0.204124 bohr^-5/2
Z=1: Im K by quadrature = 0.034458 bohr^-4
Z=1: Im K by formula = 0.034458 bohr^-4
Z=1: Im M/Q_W = 9.8793e-19 hartree
Z=2: R_2s(0) = 2.000000 bohr^-3/2
Z=2: R_2p'(0) = 1.154701 bohr^-5/2
Z=2: Im K by quadrature = 0.551329 bohr^-4
Z=2: Im K by formula = 0.551329 bohr^-4
Z=2: Im M/Q_W = 1.5807e-17 hartree
Z=3: R_2s(0) = 3.674235 bohr^-3/2
Z=3: R_2p'(0) = 3.181981 bohr^-5/2
Z=3: Im K by quadrature = 2.791102 bohr^-4
Z=3: Im K by formula = 2.791103 bohr^-4
Z=3: Im M/Q_W = 8.0022e-17 hartree
Z=4: R_2s(0) = 5.656854 bohr^-3/2
Z=4: R_2p'(0) = 6.531973 bohr^-5/2
Z=4: Im K by quadrature = 8.821260 bohr^-4
Z=4: Im K by formula = 8.821262 bohr^-4
Z=4: Im M/Q_W = 2.5291e-16 hartree
fitted power of Z: 4.000000
Z=1: |M/Q_W| = 2.6883e-17 eV
Z=1: |M/Q_W|/h = 6.5003e-03 Hz
chosen 2s-2p1/2 splitting: 1.0 GHz
Z=1: mixing amplitude per Q_W = 6.500e-12
largest forbidden/allowed element: 4.6e-17
swapped term, ratio on doubling ball radius: 1.9990
finite-size slope in Z*radius: -0.9995
ball radius for Dirac test: 3.0 fm = 5.6692e-05 bohr
Z=1: Dirac/nonrelativistic factor = 1.000612
Z=2: Dirac/nonrelativistic factor = 1.002303
Z=5: Dirac/nonrelativistic factor = 1.013248
Z=10: Dirac/nonrelativistic factor = 1.050216
growth of relativistic excess, Z=1 to 2: 3.762
```
